# Singlet and Triplet CIS Matrices from Particle-Hole Spin Coupling

## The situation

Lift one electron of a closed-shell molecule from an occupied orbital $i$ to an empty orbital $a$. Two electrons are now unpaired, one in each orbital, and their spins can form a singlet or a triplet. The Hamiltonian contains no spin operators, yet the two states generally have different energies. The difference comes from antisymmetry, which ties the spin coupling to the spatial part of the state.

These notes derive the energy matrices for both spins in configuration interaction with single excitations (CIS), and then ask in what sense triplets lie lower.

## Assumptions and notation

The reference $\Phi_0$ is a converged closed-shell restricted Hartree-Fock determinant with energy $E_0$. Its spatial orbitals are real and canonical: $i,j,k$ are doubly occupied, $a,b$ are empty, $p,q$ are either, and $\varepsilon_p$ are the orbital energies. Formulas are in atomic units. The repulsion integrals are

$$(pq|rs)=\iint \frac{\phi_p(1)\phi_q(1)\,\phi_r(2)\phi_s(2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

Capital letters denote spin orbitals, such as $I=i\alpha$. An integral over spin orbitals includes the spin sum, so $(PQ|RS)$ vanishes unless $P,Q$ have equal spin and $R,S$ have equal spin.

The results to be derived are

$$A^S_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)-(ij|ab),$$
$$A^T_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)-(ij|ab).$$

Their eigenvalues are the CIS excitation energies, measured from $E_0$.

## The spin of a hole

The operator $a^\dagger_{a\sigma}$ adds a particle of spin $\sigma$. Removing an electron leaves a hole, whose spin behaviour follows from the commutator with $S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta}$. Moving $a_{i\alpha}$ through the operators gives

$$[S_+,a_{i\alpha}]=\sum_p\left(-a^\dagger_{p\alpha}a_{i\alpha}a_{p\beta}-\delta_{ip}a_{p\beta}+a^\dagger_{p\alpha}a_{i\alpha}a_{p\beta}\right)=-a_{i\beta}.$$

For $a_{i\beta}$ no $\delta_{ip}$ arises, the two terms cancel, and $[S_+,a_{i\beta}]=0$. For particles the same procedure gives $[S_+,a^\dagger_{a\beta}]=a^\dagger_{a\alpha}$ and $[S_+,a^\dagger_{a\alpha}]=0$.

A hole therefore transforms like a particle if we define

$$h_\uparrow=a_{i\beta},\qquad h_\downarrow=-a_{i\alpha},$$

because then $[S_+,h_\downarrow]=h_\uparrow$ and $[S_+,h_\uparrow]=0$. Removing a down electron leaves spin up behind, and the minus sign keeps the raising relation intact.

## Coupling particle and hole

Two spins one half form a singlet as $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$. With the particle first,

$$\frac{a^\dagger_{a\alpha}h_\downarrow-a^\dagger_{a\beta}h_\uparrow}{\sqrt2}
=-\frac{a^\dagger_{a\alpha}a_{i\alpha}+a^\dagger_{a\beta}a_{i\beta}}{\sqrt2}.$$

The hole sign has turned the minus of the singlet into a plus. Dropping the overall sign, which is the same for every pair, we define

$$|S_{ia}\rangle=\frac{|\alpha_{ia}\rangle+|\beta_{ia}\rangle}{\sqrt2},\qquad
|T_{ia}\rangle=\frac{|\alpha_{ia}\rangle-|\beta_{ia}\rangle}{\sqrt2},$$

where $|\sigma_{ia}\rangle=a^\dagger_{a\sigma}a_{i\sigma}\Phi_0$. These determinants are orthonormal, hence the factor $1/\sqrt2$.

We check the total spin with $S^2=S_-S_++S_z(S_z+1)$. Since $S_+\Phi_0=0$, only commutators with the excitation operators matter:

$$S_+|\alpha_{ia}\rangle=-a^\dagger_{a\alpha}a_{i\beta}\Phi_0,\qquad
S_+|\beta_{ia}\rangle=+a^\dagger_{a\alpha}a_{i\beta}\Phi_0 .$$

The sum vanishes, so $S^2|S_{ia}\rangle=0$. The difference gives $S_+|T_{ia}\rangle=-\sqrt2\,a^\dagger_{a\alpha}a_{i\beta}\Phi_0$. Taking adjoints of the earlier commutators gives $[S_-,a^\dagger_{a\alpha}]=a^\dagger_{a\beta}$ and $[S_-,a_{i\beta}]=-a_{i\alpha}$, so

$$S_-\,a^\dagger_{a\alpha}a_{i\beta}\Phi_0=|\beta_{ia}\rangle-|\alpha_{ia}\rangle=-\sqrt2\,|T_{ia}\rangle .$$

Hence $S^2|T_{ia}\rangle=2|T_{ia}\rangle$, which is $S=1$. The components with $M=\pm1$ are the spin-flip determinants $a^\dagger_{a\alpha}a_{i\beta}\Phi_0$ and $a^\dagger_{a\beta}a_{i\alpha}\Phi_0$, up to sign.

## Matrix elements between single excitations

Let $\Phi_I^A$ be $\Phi_0$ with $A$ in the place of $I$. The Fock matrix is

$$f_{PQ}=h_{PQ}+\sum_{K\,\mathrm{occ}}\left[(PQ|KK)-(PK|KQ)\right],$$

with $h$ the one-electron Hamiltonian. We use the Slater-Condon rules, which follow from orthonormality of the spin orbitals once the two determinants are lined up. If they differ in two places, $P,Q$ in the bra against $R,S$ in the ket, the element is $(PR|QS)-(PS|QR)$. If they differ in one place, $P$ against $R$, it is $h_{PR}+\sum_K[(PR|KK)-(PK|KR)]$ over the common spin orbitals $K$.

**Both indices differ** ($I\neq J$, $A\neq B$). At places $I,J$ the bra holds $A,J$ and the ket holds $I,B$. The element is
$$(AI|JB)-(AB|JI).$$

**Only the particle differs** ($I=J$, $A\neq B$). The common spin orbitals are the occupied ones without $I$. Completing the sum to the Fock matrix and subtracting the missing term gives
$$f_{AB}-(AB|II)+(AI|IB).$$

**Only the hole differs** ($I\neq J$, $A=B$). The bra holds $A,J$ and the ket holds $I,A$. Lining up $A$ takes one exchange in the ket and costs a minus sign. What remains is $J$ against $I$, with $A$ among the common spin orbitals:
$$-\left[f_{JI}+(JI|AA)-(JA|AI)\right].$$
The sum could be completed to $f_{JI}$ because the added terms $K=I$ and $K=J$ each vanish, for example $(JI|II)-(JI|II)=0$.

**Neither differs.** Removing $I$ changes the energy by $-f_{II}$. Adding $A$ to what is left costs $f_{AA}$ minus its interaction with the absent $I$:
$$f_{AA}-f_{II}-(AA|II)+(AI|IA).$$

All four cases are contained in

$$\langle\Phi_I^A|H-E_0|\Phi_J^B\rangle=\delta_{IJ}f_{AB}-\delta_{AB}f_{JI}+(AI|JB)-(AB|JI).$$

Canonical orbitals make $f$ diagonal, so the first two terms reduce to $\delta_{IJ}\delta_{AB}(\varepsilon_a-\varepsilon_i)$. The one-place rule also gives $\langle\Phi_0|H|\Phi_I^A\rangle=f_{IA}=0$. This is Brillouin's theorem: the reference does not mix with the single excitations, which can be diagonalized by themselves.

## Spin integration

Write $K_{ia,jb}=(ia|jb)$, and let $G$ be the diagonal matrix of gaps $\varepsilon_a-\varepsilon_i$ and $J_{ia,jb}=(ij|ab)$.

In $(AI|JB)$ each excitation supplies its own pair of equal spins. For spin-conserving excitations this term survives whether the two excitations have the same spin or not. In $(AB|JI)$ the particles must share a spin and so must the holes, so it survives for equal spins only. The gap term also requires equal spins. Thus

$$\langle\alpha|H-E_0|\alpha\rangle=\langle\beta|H-E_0|\beta\rangle=G+K-J,\qquad
\langle\alpha|H-E_0|\beta\rangle=K .$$

Inserting the coupled states,

$$A^S=\tfrac12\left[2(G+K-J)+2K\right]=G+2K-J,$$
$$A^T=\tfrac12\left[2(G+K-J)-2K\right]=G-J .$$

The singlet-triplet block is $\tfrac12[(G+K-J)-K+K-(G+K-J)]=0$, as spin conservation demands.

The $M=1$ states provide a separate check. With $I=i\beta$, $A=a\alpha$, $J=j\beta$, $B=b\alpha$, the integral $(AI|JB)$ vanishes because $A$ and $I$ have opposite spins. The other two terms remain and give $G-J$ directly.

## What the terms mean

An empty orbital's energy $\varepsilon_a$ describes an electron added to the complete molecule, where it repels all $N$ electrons. After an excitation one of them is missing from $i$. The diagonal term $-(ii|aa)$ removes the Coulomb part of this surplus repulsion, and can be read as the attraction between electron and hole.

The integral $(ia|jb)$ is the Coulomb interaction of two transition densities, $\phi_i\phi_a$ and $\phi_j\phi_b$. In the singlet the $\alpha$ and $\beta$ excitations act in phase and the term counts twice. In the triplet they act with opposite sign and it cancels.

If $\phi_i$ and $\phi_a$ sit on distant fragments a distance $R$ apart, their product tends to zero everywhere and so does $(ia|ia)$. The two charge clouds then look like points, $(ii|aa)\to1/R$, and for a single pair both spins give $\varepsilon_a-\varepsilon_i-1/R$. The splitting disappears with the product $\phi_i\phi_a$, that is, with the region of space the two orbitals share. Their overlap integral is zero at every $R$ and is not the relevant measure.

## The exchange matrix is never negative

The two matrices differ by $A^S-A^T=2K$. For a real vector $x$ define $\rho=\sum_{ia}x_{ia}\phi_i\phi_a$. Then

$$x^TKx=\iint\frac{\rho(1)\rho(2)}{r_{12}}\,d^3r_1d^3r_2 .$$

This is a charge density interacting with itself. To find its sign, insert

$$\frac1{r_{12}}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)} .$$

With $\tilde\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$, the integral over $\mathbf r_2$ gives $\tilde\rho(\mathbf k)$. The one over $\mathbf r_1$ gives its complex conjugate, since $\rho$ is real. As $4\pi/(2\pi)^3=1/(2\pi^2)$,

$$x^TKx=\frac1{2\pi^2}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k\;\ge\;0 ,$$

with equality only if $\rho$ vanishes everywhere. For the product of an s and a p Gaussian, both of exponent 1 bohr$^{-2}$, the direct and the Fourier integral both give 0.188063 hartree.

## In what sense triplets lie lower

For one and the same vector $x$, the singlet energy exceeds the triplet energy by $2x^TKx$. The eigenvectors of the two matrices generally differ, however, so the roots need a further argument.

Order both sets of $n$ roots upwards. Let $U$ be spanned by the lowest $k$ singlet eigenvectors, and $W$ by the triplet eigenvectors number $k$ to $n$. Their dimensions add up to $k+(n-k+1)=n+1$, more than the space holds, so they share a unit vector $x$. Since $x$ lies in $W$, its triplet energy is at least $\omega^T_k$. Since it lies in $U$, its singlet energy is at most $\omega^S_k$. Therefore

$$\omega_k^T\le x^TA^Tx=x^TA^Sx-2x^TKx\le x^TA^Sx\le\omega_k^S .$$

The $k$-th triplet is never above the $k$-th singlet. Spatial symmetry divides both matrices into the same blocks, so the statement also holds within each block.

For the lowest roots the splitting can be bracketed. Let $x_S$ and $x_T$ be the normalized lowest eigenvectors. Using each as a trial vector for the other matrix gives $\omega_1^T\le\omega_1^S-2x_S^TKx_S$ and $\omega_1^S\le\omega_1^T+2x_T^TKx_T$, so

$$2x_S^TKx_S\le\omega^S_1-\omega^T_1\le2x_T^TKx_T .$$

The theorem does not say that every triplet lies below every singlet. It also relies on both spins sharing one set of orbitals and on the restriction to single excitations. Admitting double excitations adds terms that differ for the two spins, and the sign of $K$ alone then no longer settles the order.

## A case of equality

In a linear molecule along $z$, let $\pi_x=xf$, $\pi_y=yf$, $\pi^*_x=xg$ and $\pi^*_y=yg$, where $f$ and $g$ depend on $z$ and the distance from the axis. The four $\pi\to\pi^*$ excitations combine into these transition densities, up to normalization:

- $\Sigma^+$: $(x^2+y^2)fg$
- $\Delta$, two components: $(x^2-y^2)fg$ and $2xy\,fg$
- $\Sigma^-$: $xf\,yg-yf\,xg=0$

For the $\Sigma^-$ vector $\rho=0$, so every element of $Kx$, being the repulsion between some $\phi_i\phi_a$ and $\rho$, vanishes. Then $A^Sx=A^Tx$. The same holds for every vector of $\Sigma^-$ symmetry, whichever pairs it contains. Its $\rho$ would be unchanged by rotations about the axis and odd under reflection in any plane containing the axis. Every point lies in such a plane, so $\rho=0$. The two matrices are therefore equal on the whole $\Sigma^-$ block, and its singlet and triplet roots coincide in CIS.

## Nitrogen in a minimal basis

Take N$_2$ at a chosen bond length of 1.10 Å with RHF/STO-3G orbitals. Seven occupied and three empty orbitals give $7\times3=21$ pairs. The full Hamiltonian, applied to the spin-coupled states in the space of 14400 determinants with $M=0$, and to the spin-flip states in theirs, reproduces the derived matrices to about $10^{-13}$ hartree.

Consider first one pair, from the highest occupied $\sigma$ orbital to a lowest $\pi^*$ orbital. In eV,

$$\varepsilon_a-\varepsilon_i=7.62-(-14.66)\approx22.29,$$
$$\omega^T=22.29-14.71=7.58,\qquad\omega^S=7.58+2(1.04)=9.66 .$$

In this basis the electron-hole attraction removes about two thirds of the gap, while the exchange term sets the splitting of 2.08 eV. In the full matrices the lowest excitations between $\sigma$ and $\pi$ orbitals lie at 7.55 eV (triplet) and 9.46 eV (singlet), so mixing with other pairs lowers the two energies by only 0.03 and 0.20 eV. This small mixing belongs to the minimal basis, which has a single set of $\pi^*$ orbitals: in cc-pVTZ the lowerings are 1.0 and 0.8 eV, and in aug-cc-pVTZ 4.4 and 3.3 eV. Their splitting of 1.90 eV falls inside the bracket for this symmetry block, from 1.83 to 1.98 eV.

The $\pi\to\pi^*$ states show the three cases listed above.

- The $\Delta$ states lie at 7.82 eV (triplet) and 9.89 eV (singlet). In this basis no other pairs have $\Delta$ symmetry, so symmetry fixes the eigenvectors for both spins, and the splitting of 2.07 eV equals $2x^TKx$.
- The $\Sigma^-$ singlet and triplet both lie at 9.065 eV.
- The remaining triplet, at 6.44 eV, is $\Sigma^+$, with a $\pi\to\pi^*$ weight of 0.997. Its exchange term $2x^TKx$ is 19.28 eV. With $\rho_x=\pi_x\pi^*_x$ and $\rho_y=\pi_y\pi^*_y$, the pure $\pi\to\pi^*$ vectors have $\rho=(\rho_x\pm\rho_y)/\sqrt2$, plus for $\Sigma^+$ and minus for the $x^2-y^2$ component of $\Delta$. Since $\rho_x$ and $\rho_y$ have equal self-repulsion, $2x^TKx=2[(\rho_x|\rho_x)\pm(\rho_x|\rho_y)]$, where the brackets denote Coulomb repulsion between the densities. Here $(\rho_x|\rho_x)=5.107$ eV and $(\rho_x|\rho_y)=4.074$ eV, which gives 18.36 eV for the pure $\Sigma^+$ vector and 2.07 eV for $\Delta$. The small admixture of $\sigma\to\sigma^*$ pairs in the triplet eigenvector raises the first value to 19.28 eV.

The lowest singlet is the $\Sigma^-$ state, whereas the lowest triplet is $\Sigma^+$. Their separation, $9.065-6.444=2.621$ eV, therefore compares states of different spatial form and is not the exchange splitting of either. The bracket holds but is wide, from 0 to 19.28 eV: the singlet vector has no transition density, and the triplet vector has a large one.

Of the 21 triplets, five lie below the lowest singlet, one coincides with it, and 15 lie above it. The root-by-root order nevertheless holds throughout, as the theorem requires.

These energies illustrate the algebra and do not predict the measured spectrum. The basis is minimal, and double and higher excitations are left out. In aug-cc-pVTZ the CIS roots move by 0.3 to 0.9 eV, and $\Delta$ falls below the $\sigma\to\pi^*$ ($\Pi$) state for both spins: the triplets lie at 6.18 ($\Sigma^+$), 7.25 ($\Delta$) and 7.96 eV ($\Pi$), the $\Sigma^-$ pair at 8.45 eV, and the singlets at 9.00 ($\Delta$) and 9.97 eV ($\Pi$). The lowest singlet remains $\Sigma^-$, with five triplets below it. Full configuration interaction in the minimal basis separates the $\Sigma^-$ pair, to 10.97 eV (triplet) and 11.73 eV (singlet). The numerical output follows.

## Computed results

```
N2, RHF/STO-3G and CIS/STO-3G
bond length: 1.10 angstrom
RHF total energy: -107.496501 hartree
occupied, empty orbitals: 7, 3; pairs: 21
determinants with M=0: 14400
1 hartree = 27.211386 eV
Largest deviation of formula from full Hamiltonian (hartree):
  singlet 8.0e-14, triplet M=0 8.2e-14
  triplet M=+1 9.9e-14, triplet M=-1 9.9e-14
Gaussian s-p self-repulsion, exponent 1 bohr^-2 (hartree):
  direct integral 0.18806319, Fourier integral 0.18806319
Single pair, highest sigma -> lowest pi* (eV):
  orbital energies: sigma -14.6630, pi* 7.6243
  gap 22.2873
  (ii|aa) 14.7088, (ia|ia) 1.0386
  singlet 9.6558, triplet 7.5785
Lowest roots between sigma and pi orbitals, full CIS (eV):
  triplet 7.5508, singlet 9.4552
Full CIS roots; w = energy (eV), p = pi->pi* weight,
X = 2 x^T K x (eV), d = w_singlet - w_triplet (eV)
 k   w_trip  p_trip  X_trip   w_sing  p_sing  X_sing       d
 1   6.4440  0.9969 19.2773   9.0650  1.0000  0.0000  2.6210
 2   7.5508  0.0000  1.9818   9.4552  0.0000  1.8309  1.9044
 3   7.5508  0.0000  1.9818   9.4552  0.0000  1.8309  1.9044
 4   7.8199  1.0000  2.0659   9.8858  1.0000  2.0659  2.0659
 5   7.8199  1.0000  2.0659   9.8858  1.0000  2.0659  2.0659
 6   9.0650  1.0000  0.0000  17.1903  0.0000  4.4762  8.1253
 7  12.7114  0.0000  4.4815  17.1903  0.0000  4.4762  4.4789
 8  12.7114  0.0000  4.4815  20.4794  0.7758  8.2929  7.7680
Bracket for the lowest singlet-triplet splitting (eV):
  lower 0.0000, actual 2.6210, upper 19.2773
Sigma-minus pi->pi* state (eV):
  triplet 9.0650, singlet 9.0650
triplet roots above the lowest singlet: 15 of 21
```
